# Tougaard Deconvolution for a Homogeneous Solid from the Multiple-Loss Series

A core-level photoelectron that loses energy on its way out of a solid is counted below its line, in the background. The problem is to recover the spectrum at the point of emission from the spectrum that leaves the surface.

**Model.** The solid fills the half-space $x>0$. Emitters have the constant density $c$ per unit depth, and each emits the spectrum $F(E)$ towards the detector, where $E$ is kinetic energy. $F$ includes any satellites created in the photoemission event itself. Electrons travel in straight lines at the angle $\theta$ to the surface normal, so that an emitter at depth $x$ has the path length $R=x/\cos\theta$. Let $K(T)\,dT$ be the probability per unit path length of losing an energy between $T$ and $T+dT$. The inelastic mean free path $\lambda$ follows from $\int_0^\infty K\,dT=1/\lambda$. Collisions are independent, and $K$ does not change with $E$ over the spectral window. Elastic deflection and special losses at the surface are neglected.

The product of $\lambda$ and $K$ gives the loss function $w(T)=\lambda K(T)$, the probability density of the loss in one collision, with the unit of inverse energy. Its action on a spectrum $g$ is written

$$(Wg)(E)=\int_0^\infty w(T)\,g(E+T)\,dT .$$

The argument is $E+T$ because an electron found at $E$ had the energy $E+T$ before the loss. Energies are in eV, the natural unit here.

## (a) The spectrum after a given path

**Find the spectrum $\phi_R(E)$ of one emitter after the path length $R$, and the differential equation that it obeys.**

Let $P_n(R)$ be the probability of $n$ collisions. Collisions occur at the rate $1/\lambda$ per unit length. Each one moves an electron from the class $n-1$ to the class $n$, so that

$$\lambda\frac{dP_n}{dR}=P_{n-1}-P_n,\qquad P_{-1}=0,\quad P_0(0)=1,\quad P_{n\ge1}(0)=0 .$$

Put $P_n=e^{-R/\lambda}q_n$. The term $-P_n$ cancels and $\lambda\,dq_n/dR=q_{n-1}$ remains. With $q_0=1$, repeated integration from zero gives $q_n=(R/\lambda)^n/n!$, hence

$$P_n(R)=\frac{(R/\lambda)^n}{n!}\,e^{-R/\lambda}.$$

After $n$ losses the spectrum is $F_n=WF_{n-1}$ with $F_0=F$. Therefore

$$\phi_R=\sum_{n=0}^\infty P_n(R)\,F_n .$$

Differentiate this and insert the equation for $P_n$. Since $F_n=WF_{n-1}$, the gain term is $\sum_{n\ge1}P_{n-1}F_n=W\sum_{n\ge1}P_{n-1}F_{n-1}=W\phi_R$, and

$$\lambda\frac{d\phi_R}{dR}=-\phi_R+W\phi_R,\qquad \phi_0=F .$$

The first term removes electrons from the energy $E$, and the second brings them down from higher energies.

## (b) Adding the emitters at all depths

**With what weight does each loss order appear in the emitted spectrum?**

The emitted spectrum is $Y(E)=c\int_0^\infty\phi_{x/\cos\theta}(E)\,dx$. All terms are non-negative, so the sum and the integral may be exchanged. With $u=R/\lambda$ and $dx=\lambda\cos\theta\,du$, the weight of order $n$ is

$$c\int_0^\infty P_n\,dx=c\lambda\cos\theta\,I_n,\qquad I_n=\int_0^\infty\frac{u^n}{n!}e^{-u}\,du .$$

For $n\ge1$, integration by parts gives $I_n=[-u^ne^{-u}/n!]_0^\infty+I_{n-1}=I_{n-1}$, because the boundary term vanishes. As $I_0=1$, every $I_n$ equals 1. Define $J=Y/(c\lambda\cos\theta)$. Then

$$J(E)=\sum_{n=0}^\infty F_n(E).$$

All loss orders have equal weight. Shallow emitters supply mostly electrons without loss and deeper ones supply the higher orders; a uniform distribution to unlimited depth balances them.

## (c) The universal loss function and convergence

**Take the universal loss function $w(T)=BT/(C+T^2)^2$, with $B=2866\ \mathrm{eV^2}$ and $C=1643\ \mathrm{eV^2}$ as given constants of the model. Find its area, its maximum and its mean loss, and show that the series in (b) converges.**

In atomic units $B=3.87$ and $C=2.22$ hartree². With the substitution $s=C+t^2$, $ds=2t\,dt$, the strength up to the loss $T$ is

$$\int_0^T\frac{Bt\,dt}{(C+t^2)^2}=\frac B2\left(\frac1C-\frac1{C+T^2}\right)=\frac{B}{2C}\,\frac{T^2}{C+T^2}.$$

The total area is $p=B/(2C)=2866/3286=0.872$, and the part up to 100 eV is $0.749$. A complete $w$ has unit area by the definition of $\lambda$. The two facts agree if the missing strength belongs to losses larger than the spectral window. Such a loss takes the electron out of the window, and no later collision brings it back. For a line at $E_0$, $J(E)$ depends on $w(T)$ only for $T\le E_0-E$, so the shape of $w$ beyond the window has no effect on the window.

The derivative is

$$\frac{dw}{dT}=B\,\frac{(C+T^2)-4T^2}{(C+T^2)^3}=B\,\frac{C-3T^2}{(C+T^2)^3},$$

which puts the maximum at $T=\sqrt{C/3}=23.4$ eV, where $w=0.0140\ \mathrm{eV^{-1}}$. For the mean loss, integrate by parts:

$$\int_0^\infty\frac{T^2\,dT}{(C+T^2)^2}=\left[\frac{-T}{2(C+T^2)}\right]_0^\infty+\frac12\int_0^\infty\frac{dT}{C+T^2}=\frac{\pi}{4\sqrt C}.$$

Multiplying by $B$ and dividing by the area $B/(2C)$ gives $\pi\sqrt C/2=63.7$ eV. This is the mean over the strength that the formula contains; the missing strength at larger losses is not counted. The slow tail $w\approx B/T^3$ places the mean far above the maximum. This smooth form is an approximation for solids with a broad loss spectrum. It has no sharp plasmon peak; a solid that shows one needs its own $K(T)$ in the same equations.

For convergence, let $w_n$ be the density of the total loss in $n$ collisions: $w_1=w$ and $w_n(T)=\int_0^Tw(t)\,w_{n-1}(T-t)\,dt$. Since $C+T^2\ge C$, we have $w(T)\le a^2T$ with $a=\sqrt B/C=0.0326\ \mathrm{eV^{-1}}$. The claim is

$$w_n(T)\le\frac{a^{2n}\,T^{2n-1}}{(2n-1)!}.$$

It holds for $n=1$. If it holds for $n-1$, then with $s=T-t$

$$w_n(T)\le\frac{a^{2n}}{(2n-3)!}\int_0^T(T-s)\,s^{2n-3}\,ds=\frac{a^{2n}\,T^{2n-1}}{(2n-3)!}\left(\frac1{2n-2}-\frac1{2n-1}\right),$$

and the bracket equals $1/[(2n-2)(2n-1)]$, which completes the factorial. The order $n$ is $F_n(E)=\int_0^\infty w_n(T)F(E+T)\,dT$. If $F$ vanishes above an energy $E_0$, only $T\le E_0-E$ contributes, and since the bound grows with $T$, $F_n(E)$ is at most the bound at $T=E_0-E$ times the area of $F$. The factorial outgrows the power, so the series converges at every finite loss. For $T=100$ eV, the bounds for all $n>8$ add up to $5\times10^{-8}\ \mathrm{eV^{-1}}$ per unit line area.

Convergence at each energy does not require a finite total area. The area of $F_n$ is $p^n$ times that of $F$, so for $p=1$ every order adds the same area and the total diverges. The orders pile up at ever larger losses, where a $K$ independent of energy is no longer a valid model.

## (d) Summing the series

**Express $F$ through the emitted spectrum without reference to the individual orders.**

Separate the term $n=0$ and use $F_n=WF_{n-1}$ in the others:

$$J=F+\sum_{n=1}^\infty WF_{n-1}=F+W\sum_{m=0}^\infty F_m=F+WJ .$$

The operator may be taken out of the sum because all terms are non-negative. Hence $F=J-WJ$, or with $E'=E+T$

$$F(E)=J(E)-\int_E^\infty w(E'-E)\,J(E')\,dE' .$$

This is the Tougaard deconvolution. Multiplied by $c\lambda\cos\theta$, it reads the same for the measured $Y$, so an unknown constant intensity scale does no harm. A factor that varies with energy, such as the analyser transmission or the energy dependence of $\lambda$, does not cancel and has to be divided out of the data first.

One integral removes all loss orders because it acts on $J$, which already contains them: $WJ=WF+W^2F+\dots$. With $F$ under the integral, only the single losses would be removed. The integral also shows what the data must contain. All electrons above $E$ that can fall to $E$ have to be included in $J$, or else the background of lines at higher energy must be subtracted first.

## (e) Worked example

**Two Gaussian lines, at 1000 eV with area 1 and at 980 eV with area 0.5, have standard deviations of 1 eV. Take $\lambda=2$ nm and $\theta=40^\circ$. Construct $J$ and deconvolve it.**

These are round model parameters. The length $\lambda\cos\theta=1.53$ nm sets the intensity of $Y$ but drops out of $J$. To obtain $J$ without using the result of (d), the differential equation in (a) was integrated by the Runge–Kutta method to a path of $30\lambda$ on an energy grid of 0.1 eV, and $\phi_R$ was accumulated along the path. The resulting $J$ was then sampled every 0.5 eV, as data would be, and the integral in (d) was evaluated by the trapezoidal rule. In units of $10^{-3}\ \mathrm{eV^{-1}}$:

| $E$ (eV) | $J$ | $WJ$ | $F$ |
|---|---|---|---|
| 1000 | 399.4 | 0.4 | 399.0 |
| 990 | 9.6 | 9.6 | 0.0 |
| 980 | 214.6 | 15.1 | 199.5 |
| 970 | 21.1 | 21.1 | 0.0 |
| 950 | 23.5 | 23.5 | 0.0 |
| 900 | 19.4 | 19.4 | 0.0 |

The largest error of the recovered $F$ on the grid is $9\times10^{-6}\ \mathrm{eV^{-1}}$, about $2\times10^{-5}$ of the main peak height. This error of the 0.5 eV grid is enough to change the last digit at 1000 eV: the exact peak is $1/\sqrt{2\pi}=398.9$ in the units of the table, and the recovered 398.95 rounds to 399.0.

The single-loss part at 950 eV can be found by hand. The lines are narrow compared with the structure of $w$, so each acts as a sharp line:

$$F_1(950)\approx w(50)+0.5\,w(30)=0.00835+0.00665=0.0150\ \mathrm{eV^{-1}}.$$

Repeated numerical convolution gives the other orders there: 0.0073 from two losses, 0.0011 from three and 0.0001 from more. The sum is $0.0235\ \mathrm{eV^{-1}}$, the tabulated $J$. At 900 eV the single losses supply only 0.0039 of 0.0194, so four fifths of the background comes from multiple losses.

The background also matters for intensities. Integrated within 8 eV of each line, the raw $J$ gives the areas 1.033 and 0.748, a ratio of 0.724. The recovered $F$ gives 1.000 and 0.500. The second line suffers more because it stands on the losses of the first: $w(20)=0.0137\ \mathrm{eV^{-1}}$ accounts for most of the background of 0.0151 at 980 eV.

## (f) Fixing $B$ from the data

**Suppose that $C$ is kept and $B$ is uncertain. How can the spectrum determine $B$, and what is the risk?**

Choose an energy $E_*$ below the lines where $F(E_*)=0$. Since $WJ$ is proportional to $B$, the result of (d) gives

$$B=\frac{J(E_*)}{S},\qquad S=\int_0^\infty\frac{T}{(C+T^2)^2}\,J(E_*+T)\,dT .$$

The intensity scale cancels. For the example, $E_*=950$ eV returns $B=2866\ \mathrm{eV^2}$, the value used to construct $J$.

If intrinsic intensity is present at $E_*$, then $J(E_*)=F(E_*)+BS$, and the recipe yields $B+F(E_*)/S$. This is too large, and the subtraction then removes part of the true spectrum.

## (g) A surface film

**Let the emitters fill only $0<x<d$, with the same density and loss function. What does the deconvolution of (d) now produce?**

Keep the normalization by $c\lambda\cos\theta$ and let $\tau=d/(\lambda\cos\theta)$. In the variable $u=R/\lambda$ the emitted spectrum is $J_d=\int_0^\tau\phi\,du$, and the equation in (a) reads $\phi-W\phi=-d\phi/du$. Therefore

$$J_d-WJ_d=-\int_0^\tau\frac{d\phi}{du}\,du=F-\phi_\tau,$$

where $\phi_\tau$ is the spectrum after the path $\tau\lambda$, that is, from emitters at the lower face of the film. Inserting the sum from (a),

$$J_d-WJ_d=(1-e^{-\tau})F-e^{-\tau}\sum_{n=1}^\infty\frac{\tau^n}{n!}F_n .$$

The first term is the line as it leaves the film without loss. The second is negative: the formula subtracts losses of deep emitters that do not exist. For $\tau\to\infty$ at fixed $E$ the second term vanishes and the homogeneous result returns.

For $d=2$ nm, $\tau=2/1.532=1.305$ and $e^{-\tau}=0.271$. With the loss orders found in (e), the value at 950 eV is

$$-0.271\,(1.305\times0.0150+0.852\times0.0073+0.371\times0.0011)=-0.0071\ \mathrm{eV^{-1}},$$

where the orders above three are negligible. Within this model (straight paths, constant $\lambda$) and provided that $w$ is correct, a negative result below the lines is thus a sign that the emitter density falls off with depth, as it does at the lower face of the film. A $B$ chosen too large also gives negative values where $F=0$, even for a homogeneous solid. In a real homogeneous solid two effects left out of the model act in the same direction. Elastic deflection can lower the weights of the higher loss orders below that of the no-loss line, and a $\lambda$ that decreases with falling energy lowers the intensity at larger losses. A small negative result is therefore not by itself proof of a depth gradient.

If $B$ is instead adjusted as in (f) to force a zero at 950 eV, it falls to $1394\ \mathrm{eV^2}$, about half the proper value. The warning at 950 eV disappears. The area of the main line hardly suffers in this example: within 8 eV it is 0.730, against $1-e^{-\tau}=0.729$ for the electrons without loss, while the proper $B$ gives 0.717.

The reason lies in the single losses, which dominate so close to the line. In $J_d$ their weight is $\int_0^\tau ue^{-u}du=1-(1+\tau)e^{-\tau}=0.375$. The subtraction removes the no-loss weight 0.729 times the ratio of the $B$ used to the proper one. With the proper $B$ this leaves $0.375-0.729=-0.354$. With the forced $B$ it leaves $0.375-0.486\times0.729=0.021$, which is nearly zero.

The forced $B$ therefore gives a good line area here but removes most of the negative signal that reveals the depth distribution. Read as the signal of a homogeneous solid, the area 0.73 would put the emitter density 27% too low. The value of $B$ needed to reach zero carries information about depth, provided that the proper $B$ is known independently and that the shifts of the fitted $B$ caused by elastic deflection and by energy-dependent factors are small against the effect sought.

All numerical values are calculated from the stated model.
